# Why a Climbing Image Settles on a First-Order Saddle

Suppose that the force $\mathbf F=-\nabla E$ on a configuration is to be changed by a linear operation that knows one direction, the unit vector $\mathbf t$, and treats all directions perpendicular to it alike. Rotations and reflections that leave $\mathbf t$ fixed then allow only a multiple of the identity and a multiple of the projector $\mathbf t\mathbf t^T$. Since the operation turns a force into a force, both coefficients are pure numbers. A positive overall factor merely rescales the relaxation time, so, with the perpendicular force kept in its original sense, the form is

$$
\mathbf F_c=(I-c\,\mathbf t\mathbf t^T)\mathbf F .
$$

The component along $\mathbf t$ is multiplied by $1-c$. If the operation must also preserve the magnitude of every force, then $(1-c)^2=1$, which leaves $c=0$, the true force, and $c=2$, the force with its component along $\mathbf t$ reversed. The second choice defines

$$
\mathbf F_t=R_t\mathbf F,\qquad R_t=I-2\mathbf t\mathbf t^T .
$$

Let $\mathbf x_s$ be a nondegenerate first-order saddle of a smooth energy $E$. Its Hessian $H$ has one negative eigenvalue $-a$, with unit eigenvector $\mathbf v$, and positive eigenvalues $\lambda_2,\ldots,\lambda_n$. The algebra is in atomic units, with Cartesian coordinates, equal fictitious masses and unit mobility; numerical values are in eV and angstrom. For a small displacement $\boldsymbol\delta=\mathbf x-\mathbf x_s$, the force is $-H\boldsymbol\delta$ to first order. Overdamped motion under the true force therefore obeys

$$
\dot{\boldsymbol\delta}=-H\boldsymbol\delta .
$$

The component along $\mathbf v$ grows as $e^{a\tau}$, where $\tau$ is the relaxation time, while the others decay as $e^{-\lambda_k\tau}$. Ordinary relaxation leaves the saddle.

With $\mathbf t=\mathbf v$ and general $c$, the perpendicular modes are untouched and the equation along $\mathbf v$ becomes $\dot\delta_v=(1-c)a\,\delta_v$. It is stable for $c>1$. At $c=1$, where the component is removed rather than reversed, the rate is zero and nothing drives the configuration to the saddle along $\mathbf v$. At $c=2$ the rate is $-a$, and

$$
R_vH=|H|,
$$

where $|H|$ has the eigenvectors of $H$ and the positive eigenvalues $a,\lambda_2,\ldots,\lambda_n$. The saddle has become an asymptotically stable fixed point. The energy surface itself is unchanged, and the configuration now climbs along one direction while it descends along the rest.

The reversal creates no false stationary points. Because $R_t^2=I$, the matrix $R_t$ is invertible, and $\mathbf F_t=0$ if and only if $\mathbf F=0$. Nor can the image settle at a minimum. For fixed $\mathbf t$, the linear relaxation matrix at any stationary point is $R_tH$, and

$$
\det(R_tH)=\det R_t\,\det H=-\det H .
$$

At a nondegenerate minimum, or at any nondegenerate stationary point with an even number of negative curvatures, $\det H>0$ and the product of the eigenvalues of $R_tH$ is negative. Complex eigenvalues come in conjugate pairs with positive product, so there must be a negative real eigenvalue, which means exponential growth. This holds for every choice of $\mathbf t$.

In an elastic band the unstable mode is not known. The climbing image uses the local band tangent $\mathbf t$, which makes some angle $\theta$ with $\mathbf v$, the sign of $\mathbf t$ being chosen so that $0\le\theta\le90^\circ$. The question is how large $\theta$ may be. Write $H=R_v|H|$, which follows from $R_vH=|H|$ and $R_v^2=I$. Then

$$
A\equiv R_tH=Q|H|,\qquad Q=R_tR_v .
$$

The product of the two reflections is a rotation by $2\theta$ in the plane of $\mathbf v$ and $\mathbf t$, and the identity outside that plane. A vector $\mathbf y$ with parts $\mathbf y_\parallel$ in the plane and $\mathbf y_\perp$ outside it satisfies

$$
\mathbf y^TQ\mathbf y=\cos2\theta\,|\mathbf y_\parallel|^2+|\mathbf y_\perp|^2
\ge\cos2\theta\,|\mathbf y|^2 .
$$

A suitable measure of distance from the saddle is $L=\tfrac12\boldsymbol\delta^T|H|\boldsymbol\delta$, which is positive unless $\boldsymbol\delta=0$. Set $\mathbf y=|H|\boldsymbol\delta$. Since $|H|$ is symmetric and $\dot{\boldsymbol\delta}=-Q|H|\boldsymbol\delta=-Q\mathbf y$,

$$
\dot L=\boldsymbol\delta^T|H|\dot{\boldsymbol\delta}
=-\mathbf y^TQ\mathbf y\le-\cos2\theta\,|\mathbf y|^2 .
$$

For $\theta<45^\circ$ the right side is negative and $L$ falls until the saddle is reached. A rate follows as well. Let $\lambda_{\min}$ be the smallest eigenvalue of $|H|$. Then $L=\tfrac12\mathbf y^T|H|^{-1}\mathbf y\le|\mathbf y|^2/(2\lambda_{\min})$, so that $\dot L\le-2\lambda_{\min}\cos2\theta\,L$. As $L$ is quadratic in the displacement, every eigenvalue $\mu$ of $A$ obeys

$$
\operatorname{Re}\mu\ge\lambda_{\min}\cos2\theta .
$$

Thus a tangent within $45^\circ$ of the unstable mode is sufficient in any number of dimensions, whatever the ratios of the curvatures.

No larger angle is safe for all saddles. To see this, place $\mathbf t$ in the plane of $\mathbf v$ and one other eigenvector $\mathbf e$ with curvature $b>0$, so that $\mathbf t=\cos\theta\,\mathbf v+\sin\theta\,\mathbf e$. In the basis $(\mathbf v,\mathbf e)$,

$$
A=
\begin{pmatrix}-\cos2\theta&-\sin2\theta\\-\sin2\theta&\cos2\theta\end{pmatrix}
\begin{pmatrix}-a&0\\0&b\end{pmatrix}
=
\begin{pmatrix}a\cos2\theta&-b\sin2\theta\\a\sin2\theta&b\cos2\theta\end{pmatrix}.
$$

Its trace is $(a+b)\cos2\theta$ and its determinant is $ab(\cos^22\theta+\sin^22\theta)=ab$. The eigenvalues are

$$
\mu=\frac{(a+b)\cos2\theta}{2}\pm
\sqrt{\frac{(a+b)^2\cos^22\theta}{4}-ab}.
$$

With a positive determinant, both real parts have the sign of the trace. They are positive below $45^\circ$, zero at $45^\circ$ and negative above it. In two dimensions the condition is therefore necessary as well as sufficient. In more dimensions, a tangent beyond $45^\circ$ that mixes several modes may still happen to be stable, but there is no guarantee.

The square root can be imaginary, in which case the image spirals, into the saddle if $\theta<45^\circ$ and away from it if $\theta>45^\circ$. This matters when the relaxation has inertia. Let $m$ be the fictitious mass and $\gamma$ the friction rate, with

$$
m\ddot{\boldsymbol\delta}=-A\boldsymbol\delta-m\gamma\dot{\boldsymbol\delta}.
$$

A solution $e^{s\tau}$ along an eigenvector with $\mu=p+iq$ requires

$$
s^2+\gamma s+\frac{\mu}{m}=0 .
$$

For large $\gamma$ the roots approach $-\gamma$ and $-\mu/(m\gamma)$, so both are stable when $p>0$. As $\gamma$ is lowered, stability can be lost only when a root crosses the imaginary axis. Put $s=i\omega$. The real part gives $\omega^2=p/m$, and the imaginary part gives $\omega=-q/(m\gamma)$. Together they fix the crossing, and the stable side is

$$
\gamma^2>\frac{q^2}{mp},\qquad p>0 .
$$

When $\mathbf t=\mathbf v$, all $q$ vanish and any positive friction suffices. A misaligned tangent can make $A$ nonsymmetric with complex eigenvalues; the modified force then has a circulating part that feeds energy into the motion, and the friction must remove it. An explicit overdamped step of length $\eta$ multiplies the mode by $1-\eta\mu$. The requirement $|1-\eta\mu|^2=1-2\eta p+\eta^2|\mu|^2<1$ gives

$$
0<\eta<\frac{2p}{|\mu|^2},
$$

which must hold for every eigenvalue.

So far $\mathbf t$ has been held fixed, whereas a band tangent changes when the climbing image or its neighbours move. Let $X$ denote all image positions and $\mathbf x_c$ that of the climbing image, on which no spring acts. Its force is $R_{t(X)}\mathbf F(\mathbf x_c)$. Near a converged band $X_0$ with $\mathbf x_c=\mathbf x_s$,

$$
R_{t(X)}\mathbf F(\mathbf x_c)
=-R_{t(X_0)}H\boldsymbol\delta_c
-\left[R_{t(X)}-R_{t(X_0)}\right]H\boldsymbol\delta_c+O(|\boldsymbol\delta_c|^2).
$$

If the tangent is continuous, the bracket tends to zero as $X\to X_0$, and the second term is smaller than first order. The tangent's variation drops out because it multiplies a force that vanishes at the saddle. With $\boldsymbol\delta_o$ for the displacements of the other images, and where their forces are differentiable, the linear equations are

$$
\frac{d}{d\tau}\begin{pmatrix}\boldsymbol\delta_c\\\boldsymbol\delta_o\end{pmatrix}
=-\begin{pmatrix}A&0\\C&B\end{pmatrix}
\begin{pmatrix}\boldsymbol\delta_c\\\boldsymbol\delta_o\end{pmatrix}.
$$

The spectrum is that of $A$ together with that of $B$. The neighbours influence the climber's stability through the converged direction $\mathbf t(X_0)$, but their motion does not enter its linear equation. The stability of $B$ is a separate requirement on the band.

The band supplies a good direction because descent from a saddle aligns with the unstable mode. Under the true force, the ratio of a transverse component with curvature $\lambda_k$ to the component along $\mathbf v$ varies as

$$
\frac{\delta_k(\tau)}{\delta_v(\tau)}
=\frac{\delta_k(0)}{\delta_v(0)}\,e^{-(a+\lambda_k)\tau}.
$$

Seen from the saddle, the minimum-energy path thus starts along $\mathbf v$, and a band that resolves this path has a small $\theta$. A band so coarse that its chord cuts across a sharp bend has no such assurance. The whole result is local: it shows that the saddle attracts nearby configurations, and does not show that every initial band comes near the wanted saddle.

As an example, take an adatom that hops between two unequal sites on a semiconductor growth surface. Let $x$ be the coordinate along the hop, $z$ the height, and $u=x/d$. The model energy is

$$
E=V_0\left[(1-u^2)^2+g\left(u-\frac{u^3}{3}\right)\right]
+\frac k2\left[z-h(1-u^2)\right]^2,
$$

with $V_0=0.60$ eV, $g=0.60$, $d=1.90$ Å, $h=0.60$ Å and $k=3.00$ eV/Å$^2$. Vanishing force in $z$ requires $z=h(1-u^2)$. The remaining condition is

$$
\frac{V_0}{d}(1-u^2)(g-4u)=0 .
$$

The minima lie at $u=\pm1$ and the saddle at $u_s=g/4=0.15$, that is, at $x=0.285$ Å and $z=0.5865$ Å. The energy is $0.60[0.9775^2+0.60(0.15-0.001125)]=0.6269$ eV at the saddle and $-\tfrac23gV_0=-0.24$ eV at the left minimum. The forward barrier is their difference, 0.8669 eV or 0.03186 hartree.

The saddle curvatures are $-a=-0.6451$ and $b=3.0222$ eV/Å$^2$. Four overdamped trajectories were started from the same small displacement, shared equally between the two modes, and followed for 6 Å$^2$/eV. Under the true force the distance from the saddle grew by a factor of 33.9, in agreement with $e^{0.6451\times6}/\sqrt2$. With reversal along $\mathbf v$ it shrank to 0.0147 of its initial value. With fixed tangents misaligned by $30^\circ$ and $60^\circ$ towards the side of the starting displacement, the factors were 0.0042 and 255, one on each side of the $45^\circ$ limit. These two motions are spirals, so the digits depend on the phase: tilting the tangent the other way gives 0.0039 and 230 to 246.

The misaligned $30^\circ$ case converges faster than the aligned one. Its trace is $(0.6451+3.0222)\cos60^\circ=1.834$ eV/Å$^2$, so $p=0.917$ eV/Å$^2$, which exceeds the slow aligned rate $a$. Mixing with the stiff mode has speeded up the slow one. The curvature along this tangent is $-0.6451\times0.75+3.0222\times0.25=+0.27$ eV/Å$^2$, so negative curvature along $\mathbf t$ is not necessary for stability. The price is an imaginary part $q=1.053$ eV/Å$^2$. For a mass of 30 u the friction must exceed $q/\sqrt{mp}=19.7$ ps$^{-1}$. At 0.7 times this value the distance grew by a factor of about 114, and at 1.3 times it fell to about 0.0087 of its initial value, each over 2.23 ps. The distance oscillates as it grows or decays, so only the orders of magnitude are significant; at 2.20 ps the factors are 186 and 0.0080. The explicit step must stay below $2\times0.9168/(0.9168^2+1.0531^2)=0.94$ Å$^2$/eV.

A band with five movable images and springs of 1 eV/Å$^2$ was then relaxed, first without climbing. Its tangent at the highest image was weighted by the energy differences to the two neighbours. The highest image gave a barrier of 0.8395 eV, which is 0.0274 eV too low because no image had to sit at the saddle. The size of this deficit depends on where the equally spaced images happen to fall: it is 0.0045 eV with four movable images, below 0.0001 eV with six and 0.015 eV with seven. When that image was allowed to climb, the barrier became 0.8669 eV, equal to the analytic value to within rounding. The tangent angle changed from $0.23^\circ$ to $0.50^\circ$, and was $0.17^\circ$ with eleven movable images; all are far inside the stable range. Displacing every band coordinate in turn gave a largest coupling of other images to the climber of about $10^{-10}$ eV/Å$^2$, as the triangular form requires. The slowest decay rate of the whole band was 0.6453 eV/Å$^2$, positive, so the other images were stable too. This value is the slow eigenvalue of $A$; the slowest eigenvalue of $B$ was 1.00 eV/Å$^2$ and depends on the spring, so that with springs of 0.5 eV/Å$^2$ it becomes the slowest rate of the band, 0.50 eV/Å$^2$.

When no curvature at the saddle is small, a climbing image need not be converged to a very small force for the barrier alone. A residual force $f$ along $\mathbf v$ means a displacement $f/a$, and the energy lies below the saddle by

$$
\Delta E=\frac a2\left(\frac fa\right)^2=\frac{f^2}{2a}.
$$

For $f=0.05$ eV/Å this is $0.0025/1.2902=0.0019$ eV. The estimate is the leading order near the saddle and fails when $a$ is very small. A residual force $f$ along a stable mode of curvature $\lambda_k$ raises the energy instead, by $f^2/2\lambda_k$. That is 0.0004 eV for the stiff mode here, but 0.0125 eV for a soft mode of 0.1 eV/Å$^2$, so systems with soft modes need a tighter force.

The model's barrier and its temperature of 900 K lie in the rough range of adatom diffusion during semiconductor epitaxy, where barriers of some tenths of an eV to about 1 eV occur. The site difference of 0.48 eV is large, and was chosen to move the saddle away from the midpoint. For an adatom mass of 30 u, the harmonic classical transition-state rate is $4.9\times10^7$ s$^{-1}$, with an attempt frequency of 3.5 THz. At this temperature the deficit of the plain five-image band would multiply the rate by $e^{0.0274\,\mathrm{eV}/k_BT}=1.42$. Anharmonicity multiplies the classical rate by 0.98, and harmonic quantum corrections, tunnelling included, by 1.003. Real surfaces break the assumption of a rigid lattice. One lattice coordinate of stiffness 10 eV/Å$^2$, pushed with an assumed force of 0.5 eV/Å times $1-u^2$, lowers the barrier by 0.012 eV, which by itself, with the prefactor unchanged, raises the rate by a factor of 1.17. An assumed error of 0.10 eV in the electronic-structure barrier changes the rate by a factor of 3.6, more than any other effect sized here. Recrossing of the saddle, the remaining lattice modes and, in vapour deposition, adsorbed species that alter the surface are not included. On a given energy surface, the climbing image removes the error of stopping short of the saddle to which it converges. If the path has several barriers, a coarse band may place its highest image near a lower one, so the path must be resolved well enough to show which saddle is the highest. The error of the surface itself remains. The full set of values is in the numerical output.

## Calculated quantities

```
energy scale V0: 0.60 eV
asymmetry g: 0.60
half hop length d: 1.90 angstrom
valley rise h: 0.60 angstrom
height stiffness k: 3.00 eV/angstrom^2
band spring: 1.00 eV/angstrom^2
temperature: 900 K
adatom mass: 30 u
saddle x: 0.2850 angstrom
saddle z: 0.5865 angstrom
negative curvature -a: -0.6451 eV/angstrom^2
positive curvature b: 3.0222 eV/angstrom^2
unstable mode x component: 0.9970
unstable mode z component: -0.0777
forward barrier from saddle: 0.8669 eV
forward barrier converted: 0.03186 hartree
distance ratio, true force, time 6 angstrom^2/eV: 33.8966
distance ratio, reversed along v, same time: 0.0147
distance ratio, tangent off by 30 deg, same time: 0.0042
distance ratio, tangent off by 60 deg, same time: 255.2631
30 deg: real part p: 0.9168 eV/angstrom^2
30 deg: imaginary part q: 1.0531 eV/angstrom^2
30 deg: least friction: 19.72 1/ps
30 deg: distance ratio at 0.7 least friction: 113.9919
30 deg: distance ratio at 1.3 least friction: 0.0087
30 deg: largest explicit step: 0.9405 angstrom^2/eV
movable images in main band: 5
plain-band highest-image barrier: 0.8395 eV
plain-band barrier deficit: 0.0274 eV
rate factor from that deficit: 1.423
climbing-image barrier: 0.8669 eV
climbing-image barrier error: 1.1e-16 eV
tangent angle before climbing: 0.23 deg
tangent angle after climbing: 0.50 deg
tangent angle with 11 movable images: 0.17 deg
climbing steps: 158
largest coupling to climbing image: 1.2e-10 eV/angstrom^2
slowest whole-band decay: 0.6453 eV/angstrom^2
harmonic attempt frequency: 3.516 THz
harmonic hop rate: 4.917e+07 1/s
anharmonic/harmonic classical rate: 0.981
tunnelling factor: 1.00062
total harmonic quantum factor: 1.00323
tunnelling crossover temperature: 17.5 K
assumed lattice force: 0.50 eV/angstrom
assumed lattice stiffness: 10.0 eV/angstrom^2
lattice barrier shift: -0.0119 eV
lattice rate factor: 1.166
residual-force stopping value: 0.05 eV/angstrom
barrier error at that force, quadratic: 0.00194 eV
assumed electronic barrier error: 0.10 eV
rate factor from electronic error: 3.63
```
